# A Character Test for Degeneracy Doubling by Antiunitary Symmetries, part 1

(Sections cited here and not found follow in the second part.)

An antiunitary symmetry whose square lies in a group of unitary symmetries, and which maps that group onto itself by conjugation, can at most double the degeneracy enforced by that group, and a sum over characters decides whether it does. Let $G$ be a group of unitary symmetries of a Hamiltonian, $V$ an irreducible $G$-invariant space of dimension $d$ inside one level, and $a$ an antiunitary symmetry with $a^2\in G$ and $a^{-1}Ga=G$. The space $aV$ lies in the same level and $a(aV)=a^2V=V$, so $V+aV$ is closed under every symmetry. Either $aV=V$, or $aV$ is a new space that carries the same representation of $G$ or a different one. When $V+aV$ cannot be split into smaller spaces closed under every symmetry, these are three possibilities, with dimensions $d$, $2d$, $2d$. A test that separates them cannot use the trace of an antiunitary operator $b$, because multiplying all basis vectors by $e^{i\theta}$ multiplies the matrix of $b$ by $e^{-2i\theta}$. The lowest power of $b$ with an invariant trace is $b^2\in G$, and a sum that favours no particular $b$ runs over the whole coset. The simplest candidate is $\sum_b\chi(b^2)$. The theorem shows that it suffices and fixes its normalization.

## Assumptions and conventions

$M=G\cup aG$ is a finite group. The elements $u,v\in G$ act linearly and the elements $b\in aG$ act antilinearly. $G$ has index 2 and is therefore normal, so $a^{-1}ua\in G$, and a product of two elements of $aG$ lies in $G$. $M$ is a true group with no leftover phase factors: for half-integer spin it is a double group containing the $2\pi$ rotation $\bar E$, and for a crystal it contains the lattice translations.

Basis vectors form a row $e=(e_1,\dots,e_n)$ and $m\,e=e\,D(m)$. For a matrix $C$ of numbers, $u(eC)=(ue)C$ and $b(eC)=(be)C^*$. Applying $m$ to $n\,e=eD(n)$ gives, for every $n\in M$,

$$D(u)D(n)=D(un),\qquad D(b)D(n)^*=D(bn).\tag{1}$$

Matrices obeying (1) form a corepresentation. In a new basis $e'=eS$ one has $ue'=eD(u)S=e'S^{-1}D(u)S$ and $be'=eD(b)S^*=e'S^{-1}D(b)S^*$, so equivalence means

$$D'(u)=S^{-1}D(u)S,\qquad D'(b)=S^{-1}D(b)S^*.\tag{2}$$

On coefficient columns $b$ acts as $x\mapsto D(b)x^*$. A corepresentation is irreducible if no complex subspace other than zero and the whole space is invariant under $M$.

Two facts on ordinary unitary irreps of $G$ are used. Schur's lemma says that a matrix with $\Delta(u)Y=Y\Delta'(u)$ for all $u$ vanishes if $\Delta,\Delta'$ are inequivalent and is a multiple of the unit matrix if $\Delta'=\Delta$. Applied to $Y=\sum_u\Delta(u)Z\Delta'(u)^\dagger$ with $Z$ having a single unit entry at position $(i,m)$, and with the multiple fixed by the trace $|G|\,\delta_{im}$, it gives

$$\sum_u\Delta'(u)^*_{lm}\Delta(u)_{ki}=\frac{|G|}{d}\,\delta_{lk}\delta_{mi}\ \text{ for }\Delta'=\Delta,\qquad 0\ \text{ for inequivalent irreps}.\tag{3}$$

For a unitary irrep $\Delta$ with character $\chi$ define $\bar\Delta(u)=\Delta(a^{-1}ua)^*$. The map $u\mapsto a^{-1}ua$ is an automorphism of $G$, and complex conjugation preserves products, unitarity and irreducibility, so $\bar\Delta$ is a unitary irrep of dimension $d$.

## Theorem

Let $W=|G|^{-1}\sum_{b\in aG}\chi(b^2)$. Up to equivalence, exactly one irreducible corepresentation $D$ of $M$ contains $\Delta$ in its restriction to $G$, and exactly one of three cases holds.

(a) $\bar\Delta=P^{-1}\Delta P$ with $P$ unitary and $PP^*=+\Delta(a^2)$. Then $D(u)=\Delta(u)$, $D(b)=\Delta(ba^{-1})P$, the dimension is $d$, and $W=+1$.

(b) $\bar\Delta=P^{-1}\Delta P$ with $PP^*=-\Delta(a^2)$. Then $D(u)=\mathrm{diag}(\Delta(u),\Delta(u))$, $D(b)=\begin{pmatrix}0&-\Delta(ba^{-1})P\\ \Delta(ba^{-1})P&0\end{pmatrix}$, the dimension is $2d$, and $W=-1$.

(c) $\bar\Delta$ is inequivalent to $\Delta$. Then $D$ is the form (5) below, its restriction is $\Delta\oplus\bar\Delta$, the dimension is $2d$, and $W=0$.

## Lemmas

**Lemma 1.** Every corepresentation is equivalent to one with unitary matrices. A unitary one is reducible if and only if a Hermitian matrix $X$, not a multiple of the unit matrix, satisfies

$$XD(u)=D(u)X,\qquad XD(b)=D(b)X^*.\tag{4}$$

*Proof.* Let $A=\sum_uD(u)^\dagger D(u)+\sum_b[D(b)^\dagger D(b)]^*$, which is Hermitian and positive because each term is. For any $n\in M$, (1) gives $D(n)^\dagger D(u)^\dagger D(u)D(n)=D(un)^\dagger D(un)$ and

$$D(n)^\dagger[D(b)^\dagger D(b)]^*D(n)=\big[(D(b)D(n)^*)^\dagger(D(b)D(n)^*)\big]^*=[D(bn)^\dagger D(bn)]^*.$$

For $n=v\in G$ the products $uv$ run over $G$ and $bv$ over $aG$, so $D(v)^\dagger AD(v)=A$. For $n=b'\in aG$ the products $ub'$ run over $aG$ and $bb'$ over $G$, so the conjugated and unconjugated sums trade places and $D(b')^\dagger AD(b')=A^*$. Take $S=A^{-1/2}$ in (2). Then $D'(v)^\dagger D'(v)=A^{-1/2}D(v)^\dagger AD(v)A^{-1/2}=1$, and, since $(A^{-1/2})^*=(A^*)^{-1/2}$ is Hermitian, $D'(b)^\dagger D'(b)=(A^*)^{-1/2}A^*(A^*)^{-1/2}=1$.

With unitary matrices $\langle bx,by\rangle=x^TD^\dagger Dy^*=\langle x,y\rangle^*$. If $U$ is an invariant subspace, $x\in U$ and $y\perp U$, then $\langle x,by\rangle=\langle b^{-1}x,y\rangle^*=0$, and likewise $\langle x,uy\rangle=\langle u^{-1}x,y\rangle=0$. The complement is invariant, so the projector $X$ on $U$ commutes with each operator. For $b$ this reads $XD(b)y^*=D(b)(Xy)^*$ for all $y$, which is (4). Conversely, if $Xx=\lambda x$, then $\lambda$ is real and $XD(b)x^*=D(b)(Xx)^*=\lambda D(b)x^*$, and similarly for $u$. Each eigenspace of $X$ is invariant, and it is proper when $X$ is not scalar. $\square$

An invariant Hamiltonian satisfies (4), so each level carries a corepresentation, and its degeneracy is a sum of dimensions of irreducible ones.

**Lemma 2.** The matrices

$$D(u)=\begin{pmatrix}\Delta(u)&0\\0&\bar\Delta(u)\end{pmatrix},\qquad D(b)=\begin{pmatrix}0&\Delta(ba)\\ \Delta(a^{-1}b)^*&0\end{pmatrix}\tag{5}$$

form a corepresentation. An irreducible corepresentation whose restriction contains $\Delta$ is either equivalent to (5) or has the form (a).

*Proof.* Let $u\psi=\psi\Delta(u)$ and $\varphi=a\psi$. Then

$$u\varphi=a(a^{-1}ua)\psi=a[\psi\Delta(a^{-1}ua)]=\varphi\,\bar\Delta(u),\qquad b\psi=a(a^{-1}b)\psi=\varphi\,\Delta(a^{-1}b)^*,\qquad b\varphi=(ba)\psi=\psi\,\Delta(ba).$$

In the basis $(\psi,\varphi)$ the image $b\psi$ fills the first block column and $b\varphi$ the second, which is (5). The rules (1) follow block by block. For $D(b)D(b')^*$ the upper block is $\Delta(ba)\Delta(a^{-1}b')=\Delta(bb')$ and the lower is $\Delta(a^{-1}b)^*\Delta(b'a)^*=\bar\Delta(bb')$. For $D(u)D(b)$ the blocks are $\Delta(u)\Delta(ba)=\Delta(uba)$ and $\Delta(a^{-1}ua)^*\Delta(a^{-1}b)^*=\Delta(a^{-1}ub)^*$. For $D(b)D(u)^*$ they are $\Delta(ba)\Delta(a^{-1}ua)=\Delta(bua)$ and $\Delta(a^{-1}b)^*\Delta(u)^*=\Delta(a^{-1}bu)^*$. The rule for two unitary elements holds because $\Delta$ and $\bar\Delta$ are representations.

Now let $D$ be irreducible and unitary, and let $V$, spanned by orthonormal $\psi$, carry $\Delta$. The three relations show that $V+aV$ is invariant under $M$, so it is the whole space. $V\cap aV$ is $G$-invariant and lies in the irreducible $V$, so it is zero or $V$. If it is zero, $(\psi,\varphi)$ is a basis and $D$ is (5). If it is $V$, then $aV=V$ by dimension and $a\psi=\psi P$ with $P$ unitary. Evaluating $u\varphi$ twice gives $\psi\Delta(u)P=\psi P\bar\Delta(u)$, and $a(a\psi)=\psi PP^*=\psi\Delta(a^2)$. Finally $b=(ba^{-1})a$ gives $D(b)=\Delta(ba^{-1})P$. This is the form (a). $\square$

**Lemma 3.** If $\bar\Delta$ is equivalent to $\Delta$, then $P$ can be chosen unitary, is unique up to a phase, and $PP^*=c\,\Delta(a^2)$ with $c=\pm1$ independent of that phase.

*Proof.* The adjoint of $\Delta(u)P=P\bar\Delta(u)$, written for $u^{-1}$, is $P^\dagger\Delta(u)=\bar\Delta(u)P^\dagger$. Hence $\Delta PP^\dagger=P\bar\Delta P^\dagger=PP^\dagger\Delta$, so $PP^\dagger$ is a positive scalar and rescaling makes $P$ unitary. For two unitary choices $P'P^{-1}$ commutes with $\Delta$, so $P'=e^{i\theta}P$ and $P'P'^*=PP^*$. Using the definition of $\bar\Delta$ and the equivalence twice each,

$$\Delta(a^{-2}ua^2)=\bar\Delta(a^{-1}ua)^*=(P^*)^{-1}\Delta(a^{-1}ua)^*P^*=(P^*)^{-1}\bar\Delta(u)P^*=(PP^*)^{-1}\Delta(u)\,PP^*.$$

The left side is also $\Delta(a^2)^{-1}\Delta(u)\Delta(a^2)$. Therefore $PP^*\Delta(a^2)^{-1}$ commutes with $\Delta$, and $PP^*=c\Delta(a^2)$ with $|c|=1$ because both matrices are unitary. Since $a$ commutes with $a^2$, $\bar\Delta(a^2)=\Delta(a^2)^*=P^{-1}\Delta(a^2)P$. The conjugate of $PP^*=c\Delta(a^2)$ is then $P^*P=c^*P^{-1}\Delta(a^2)P$. Multiplying by $P$ on the left and $P^{-1}$ on the right gives $PP^*=c^*\Delta(a^2)$, so $c=c^*=\pm1$. $\square$

**Lemma 4.** The form (5) is irreducible if $\bar\Delta$ is inequivalent to $\Delta$ or if $c=-1$. If $c=+1$ it splits into two equivalent corepresentations of the form (a).

*Proof.* $G$ and $a$ generate $M$, so (4) need only be imposed for $u\in G$ and $b=a$, where (5) gives $D(a)=\begin{pmatrix}0&\Delta(a^2)\\1&0\end{pmatrix}$.

Inequivalent case. Schur's lemma applied to the four blocks of $X$ gives $X=\mathrm{diag}(x1,y1)$. The lower left block of $XD(a)=D(a)X^*$ reads $y=x^*$, and the upper right block $x=y^*$. A Hermitian $X$ has real $x,y$, so $X$ is scalar and (5) is irreducible by Lemma 1.

Equivalent case. Take $S=\mathrm{diag}(1,P^{-1})$, which is the basis $(\psi,\varphi')$ with $\varphi'=\varphi P^{-1}$. The lower block of $D'(u)$ is $P\bar\Delta P^{-1}=\Delta$. In $D'(a)=S^{-1}D(a)S^*$ the lower left block is $P$ and the upper right is $\Delta(a^2)(P^*)^{-1}=cPP^*(P^*)^{-1}=cP$, using $c^{-1}=c$. Thus

$$D'(u)=1_2\otimes\Delta(u),\qquad D'(b)=D'(ba^{-1})D'(a)=J\otimes\Delta(ba^{-1})P,\qquad J=\begin{pmatrix}0&c\\1&0\end{pmatrix}.$$

Each block of $X$ commutes with $\Delta$, so $X=h\otimes1_d$ with $h=\begin{pmatrix}p&q\\r&s\end{pmatrix}$, and the condition for $a$ is $hJ=Jh^*$:

$$\begin{pmatrix}q&cp\\s&cr\end{pmatrix}=\begin{pmatrix}cr^*&cs^*\\p^*&q^*\end{pmatrix}\quad\Longleftrightarrow\quad s=p^*,\qquad q=c\,r^*.$$

A Hermitian $h$ has real $p,s$ and $r^*=q$, so $s=p$ and $q=cq$. For $c=-1$ this forces $q=0$, $h$ is scalar, and $D'$ is irreducible; it is the form (b). For $c=+1$ the complex $q$ is free and there are three real parameters. The real matrix $T=2^{-1/2}\begin{pmatrix}1&1\\1&-1\end{pmatrix}$ gives $T^{-1}JT=\mathrm{diag}(1,-1)$, so the vectors $\psi\pm\varphi'$ carry $D_\pm(u)=\Delta(u)$, $D_\pm(b)=\pm\Delta(ba^{-1})P$. These are irreducible, being irreducible under $G$ alone. Under (2), $S=e^{i\theta/2}1$ multiplies $D(b)$ by $e^{-i\theta}$ and leaves $D(u)$ fixed, so $D_+$, $D_-$ and the forms built with any other phase of $P$ are all equivalent. $\square$

**Lemma 5.** $W=0$ if $\bar\Delta$ is inequivalent to $\Delta$, and $W=c$ otherwise.

*Proof.* Each $b$ is $au$ for exactly one $u$, and $b^2=auau=a^2(a^{-1}ua)u$ is a product of three elements of $G$. Since $\Delta(a^{-1}ua)=\bar\Delta(u)^*$, with repeated indices summed,

$$\sum_b\chi(b^2)=\Delta(a^2)_{ij}\sum_u\bar\Delta(u)^*_{jk}\,\Delta(u)_{ki}.$$

For inequivalent irreps the sum over $u$ vanishes by (3). Otherwise $\bar\Delta^*_{jk}=[(P^*)^{-1}]_{jl}\,\Delta^*_{lm}\,P^*_{mk}$, and (3) sets $l=k$, $m=i$:

$$\sum_b\chi(b^2)=\frac{|G|}{d}\,\Delta(a^2)_{ij}\,[(P^*)^{-1}]_{jk}\,P^*_{ik}.$$

Unitarity gives $P^*_{ik}=(P^\dagger)_{ki}=(P^{-1})_{ki}$, which closes the indices into a trace:

$$W=\frac1d\,\mathrm{tr}\big[\Delta(a^2)(P^*)^{-1}P^{-1}\big]=\frac1d\,\mathrm{tr}\big[\Delta(a^2)(PP^*)^{-1}\big]=\frac1d\,\frac dc=c.\qquad\square$$

## Proof of the theorem

By Lemma 3 the three cases are exhaustive and exclusive, and by Lemma 5 they have $W=+1,-1,0$. Lemma 4 supplies an irreducible $D$ of the stated form in each case. For uniqueness, let $D$ be irreducible and contain $\Delta$. By Lemma 2 it has the form (a), which requires $c=+1$, or it is (5), which by Lemma 4 is irreducible only for $c=-1$ or in the inequivalent case. In case (a) the only freedom is the phase of $P$, removed in Lemma 4, and in the other cases $D$ is (5) itself. $\square$

## Remarks

**Choice of $a$.** $W$ refers to the coset only, so the type does not depend on which element is called $a$. It does depend on the coset: the type is a property of the pair $(M,\Delta)$.

**Orthogonality of the partners.** Let $G$ and $aG$ act as unitary and antiunitary operators on a Hilbert space, and let $\Gamma_{ij}=\langle e_i,e_j\rangle$ for $e=(\psi,a\psi)$. Then $D(u)^\dagger\Gamma D(u)=\Gamma$ and $D(b)^\dagger\Gamma D(b)=\Gamma^*$ with the unitary matrices (5), whether or not the vectors are independent. These are the conditions (4). In types (b) and (c) $\Gamma$ must be scalar, hence the unit matrix for normalized $\psi_j$, so every $a\psi_j$ is orthogonal to every $\psi_i$. In type (c) Schur's lemma for $G$ alone makes the block $\langle\psi_i,a\psi_j\rangle$ vanish. In type (b) the partners transform under $G$ like the originals, so $G$ alone only restricts this block to $\lambda P$ with a complex number $|\lambda|\le1$, and it is the condition for $a$ that forces $\lambda=0$.

The theorem is proved: $W=+1$ means that the antiunitary coset leaves the enforced degeneracy at $d$, while $W=-1$ or $0$ means that it doubles it to $2d$. What remains is to describe the commutants, to apply the test to grey groups and crystals and state its limits, and to work through an f electron in a crystal field and a fourfold level without spin.
